Conductivity as a Fermi-surface integral at constant relaxation time

**A number to explain**

A model metal has one electron band on a simple cubic lattice. Its conductivity along x, computed from the electron velocities on the Fermi surface alone, is 3.58620 in units of (e²/ħ)/Å. Computed instead from the curvature of the band throughout the occupied region, with no velocity entering, it is again 3.58620. The first calculation suggests that only electrons at the Fermi energy conduct, the second that all of them do. The derivation below has to produce the surface formula and show why the two agree.

The algebra uses atomic units: ħ = 1, the electron mass is 1, and the electron has charge −1. E is the electric field, ε(k) the band energy, ε_F the Fermi energy, and v = ∇_k ε the velocity. Each k-state holds two electrons, one per spin.

**Stage 1: a parabolic band**

Let f(k,r,t) be the occupation of a state, between 0 and 1. Between collisions it is carried along the semiclassical trajectories. Collisions are modelled as relaxation toward the Fermi function f0(ε) with one time τ for all states:

∂f/∂t + (dr/dt)·∇_r f + (dk/dt)·∇_k f = −(f − f0)/τ

In a uniform sample and a steady state the first two terms vanish. The force on charge −1 is −E, so dk/dt = −E, with no magnetic field present. What remains is

−E·∇_k f = −(f − f0)/τ

or, after multiplying by −τ and rearranging,

f = f0 + τ E·∇_k f     (1)

Take ε = k²/(2m), so that v = k/m. Multiply (1) by k_i and integrate over k. The f0 term vanishes because f0 is even in k. In the other term an integration by parts moves the derivative onto k_i:

∫ k_i τ E_j ∂_j f d³k = −τ E_j ∫ (∂_j k_i) f d³k = −τ E_i ∫ f d³k

A repeated index is summed, ∂_j means ∂/∂k_j, and the boundary term vanishes because f falls to zero at large k. The mean wavevector is therefore −τE and the mean velocity −τE/m. With n electrons per volume and charge −1,

j = −n(−τE/m) = (nτ/m) E     (2)

This is the Drude result, in which every electron counts. No linearization was needed, because the velocity is linear in k. A general band lacks that property.

**Stage 2: any band, weak field**

For a general ε(k), insert the right side of (1) into itself repeatedly:

f = f0 + τE·∇_k f0 + (τE·∇_k)² f0 + …

To first order in the field the change of f is

f1 = τE·∇_k f0 = τ (E·v) ∂f0/∂ε     (3)

The last form is the chain rule, since f0 depends on k through ε alone. As ∂f0/∂ε is negative, states moving along E lose electrons and states moving against E gain them, as befits negative charge. To the same order f equals f0(k + τE), the equilibrium distribution displaced rigidly by −τE.

Relaxation must not create or destroy electrons. The integral of f1 over the Brillouin zone is that of a gradient of a periodic function, which is zero, so the density is unchanged.

How weak must the field be? Pointwise, (3) needs the energy shift τ|E·v| to be small compared with kT, because f0 varies on that scale. The current is less demanding. Integrating by parts n times gives

∫ v_i (τE·∇_k)ⁿ f0 d³k = (−1)ⁿ ∫ f0 (τE·∇_k)ⁿ v_i d³k

so successive terms are governed by how fast the velocity varies in k, not by the sharpness of f0. The linear current therefore survives the limit of zero temperature. If ε(−k) = ε(k), the n = 2 term contributes nothing: two derivatives of the even function f0 are even, while v is odd. The first correction to the current is then cubic in E, and the relative error of σ is quadratic.

This can be checked without expanding. On a lattice, write f(k) = Σ_R f_R exp(ik·R), with R the lattice vectors. The gradient brings down iR, and (1) becomes

f_R (1 − iτE·R) = f0_R, so f_R = f0_R (1 + is)/(1 + s²), with s = τE·R

For an even band f0_R is real and even in R. The current uses the part of f odd in k, which is the part proportional to s/(1 + s²). Linear response keeps s, so each bond's contribution is reduced by the factor 1/(1 + s²). In the model metal every bond that contributes to σ_xx has the same x-component a, the lattice constant. For a field along x the whole of σ_xx therefore carries one such factor. At s = 0.05 and s = 0.10 it predicts relative changes of −0.0025 and −0.0099. Solving (1) on a grid by this same Fourier division, which confirms that only these bonds enter but is not a separate test of the factor, gives −0.00249 and −0.00990, a ratio of 3.97, close to the 4 of a purely quadratic law.

**Stage 3: from the zone to the surface**

The number of states per volume in d³k is 2d³k/(2π)³, and each electron carries the current −v:

j_i = −2 ∫ d³k/(2π)³ v_i (f0 + f1)

The f0 term is the current in equilibrium. It vanishes because v_i f0(ε) is the k_i-derivative of F(ε(k)), where dF/dε = f0, and F(ε(k)) is periodic in k. Inserting (3) and reading off the coefficient of E_j gives

σ_ij = 2τ ∫ d³k/(2π)³ v_i v_j (−∂f0/∂ε)     (4)

The two minus signs, one from the charge in the force and one from the charge in the current, have been used up: one fixed the sign of f1 and the other stands in front of j. The minus sign left in (4) makes a positive weight out of the negative slope of f0.

Now cut k-space into thin shells between the surfaces ε and ε + dε. Let dS be an element of area on the surface and dk⊥ the thickness of the shell along the normal. The gradient v is normal to the surface, so a step dk⊥ raises the energy by

dε = |v| dk⊥, hence d³k = dS dk⊥ = dS dε/|v|

This is where the division by speed comes from. Where the band is steep, a given energy window covers a thin layer of k-space and holds few states. With the prefactor 2/(2π)³ = 1/(4π³), equation (4) becomes

σ_ij = ∫ dε (−∂f0/∂ε) Σ_ij(ε)

Σ_ij(ε) = (τ/4π³) ∮ dS v_i v_j/|v|, over the surface of energy ε     (5)

The weight −∂f0/∂ε has unit area and a width of a few kT around the chemical potential. If Σ_ij changes little over that width, it can be taken out at ε_F:

σ_ij = (τ/4π³) ∮ dS v_i v_j/|v|, over the Fermi surface     (6)

This is the result sought. One factor of velocity measures how strongly the field populates a state, the other how much current that state carries, and 1/|v| counts the states. Since |v_i v_j|/|v| is at most |v|, the integrand stays finite even where the velocity goes to zero.

**Limit: the sphere**

For the parabolic band the Fermi surface is a sphere of radius k_F with speed k_F/m everywhere. By symmetry the average of v_i v_j over it is δ_ij k_F²/(3m²), so

σ_ij = δ_ij (τ/4π³)(4πk_F²)(k_F/3m) = δ_ij τ k_F³/(3π²m)

The density is n = 2(4πk_F³/3)/(2π)³ = k_F³/(3π²), and (2) is recovered.

**Limit: the ellipsoid**

Let ε = ½ k·W·k, where the symmetric positive matrix W is the inverse-mass tensor. Then v = Wk. Return to the volume form (4) at zero temperature, where −∂f0/∂ε is δ(ε − ε_F), and substitute k = W^(−1/2) q. This gives ε = q²/2, v = W^(1/2) q and d³k = (det W)^(−1/2) d³q. The integral left to do is spherical, with q_F² = 2ε_F:

∫ d³q δ(q²/2 − ε_F) q_i q_j = δ_ij (4π/3) ∫ dq q⁴ δ(q²/2 − ε_F) = δ_ij (4π/3) q_F³

In the last step the delta function contributed 1/q_F. The factors W^(1/2) on either side multiply to W:

σ = τ (2/(2π)³)(4π/3) q_F³ (det W)^(−1/2) W = nτW

The factors in front of W, apart from τ, are twice the ellipsoid's volume over (2π)³, which is n. A numerical test of (6) on an ellipsoid centred away from k = 0 confirmed this tensor to within one part in a million of its largest element.

**Stage 4: why the occupied volume gives the same answer**

On the Fermi surface v_j/|v| is the j-component of the outward unit normal N, provided the occupied states lie inside. Equation (6) is then a flux:

σ_ij = (τ/4π³) ∮ dS N_j v_i

For a closed surface the divergence theorem turns this into an integral over the occupied region:

σ_ij = (τ/4π³) ∫_occ d³k ∂v_i/∂k_j = (τ/4π³) ∫_occ d³k ∂²ε/∂k_i∂k_j     (7)

This explains the opening coincidence. The rigid displacement moves every occupied state, but inside the distribution each vacated state is refilled by a neighbour. The occupation changes only at the surface. Equation (7) follows the moving electrons and (6) the changed occupations, and both describe one current. The same theorem with v_i replaced by a constant gives ∮ dS N = 0, the surface version of density conservation.

The equivalence depends on τ having the same value all over the Fermi surface. If τ varied over the surface it would stay inside the integral in (6), and the divergence theorem would add a term with the gradient of τ to (7).

**Stage 5: a metal with an anisotropic band**

The model has lattice constant a = 3 Å and hoppings t_x = 1.0, t_y = 0.7 and t_z = 0.8 eV along the axes, plus t_d = 0.2 eV along the face diagonal x + y:

ε = −2t_x cos(k_x a) − 2t_y cos(k_y a) − 2t_z cos(k_z a) − 2t_d cos((k_x + k_y)a)

These are round parameters, not those of a particular material. The band bottom is at −5.40 eV and the Fermi energy at −3.00 eV, below the −2.20 eV at which the surface first touches the zone boundary. The surface is therefore closed, with radii from 0.497 Å⁻¹ (in the xy plane) to 0.698 Å⁻¹ (on the z axis, where cos(k_z a) = −1/2; the angular grid of the output misses the axis and prints 0.6974), and it holds 0.178 electrons per cell.

For numbers in eV and Å, let Γ = ħ/τ = 0.03 eV and u = ħv. Restoring constants in (6) gives

σ_ij = (e²/ħ) (1/(4π³Γ)) ∮ dS u_i u_j/|u|

It helps to separate the number of carriers from their speed. The density of states at the Fermi energy is g = (1/4π³) ∮ dS/|u| = 0.005031 eV⁻¹ Å⁻³, and the derivative of the electron density with respect to energy gives the same value. With averages weighted by dS/|u|,

σ_ij = (e²/ħ) g⟨u_i u_j⟩/Γ

σ_xx = 0.005031 × 21.384/0.03 = 3.586 (e²/ħ)/Å = 8.73×10⁶ S/m

The other components are σ_yy = 2.426, σ_zz = 2.145 and σ_xy = 0.476 in the same unit. The components σ_xz and σ_yz vanish because the band is even in k_z, which makes v_x v_z and v_y v_z odd.

The trace offers a second check on the arithmetic. Summing i = j in (6) turns the integrand into |v|, so the trace needs only the surface area, 4.312 Å⁻², and the area-averaged |u|, 7.038 eV Å:

Tr σ = 4.312 × 7.038/(124.03 × 0.03) = 8.16 (e²/ħ)/Å

Here 124.03 is 4π³. The three diagonal components add up to the same value.

One feature looks odd at first: t_z exceeds t_y, yet σ_zz is smaller than σ_yy. Equation (7) resolves it. Differentiating the band twice, and writing ⟨…⟩ for an average over the occupied states, gives in units of e²/ħ

σ_zz = (n/Γ) 2t_z a² ⟨cos k_z a⟩

σ_xy = (n/Γ) 2t_d a² ⟨cos((k_x + k_y)a)⟩

σ_yy = (n/Γ) 2t_y a² ⟨cos k_y a⟩ + σ_xy

The diagonal hop contributes equally to σ_xy and σ_yy because its bond has equal x and y components. Removing that share from σ_yy leaves 2.426 − 0.476 = 1.950, which is below σ_zz. The axial parts thus follow the order of the hoppings, and the diagonal bond reverses it.

The same expression measures the departure from a parabolic band. With n = 0.006591 Å⁻³, the prefactor of σ_zz is

(0.006591/0.03) × 2 × 0.8 × 9 = 3.164

so ⟨cos k_z a⟩ = 2.145/3.164 = 0.68. The curvature at the band bottom, applied to all electrons, would overestimate σ_zz by nearly half. As the filling goes to zero the cosine tends to 1 and the ellipsoid limit returns.

**What the off-diagonal element does in a wire**

A field along x also drives a current along y, with j_y/j_x = 0.476/3.586 = 0.13. In a long wire along x this current cannot leave through the sides. Charge collects there until a transverse field stops it:

0 = σ_xy E_x + σ_yy E_y, so E_y = −(σ_xy/σ_yy) E_x

j_x = (σ_xx − σ_xy²/σ_yy) E_x = (3.586 − 0.093) E_x = 3.493 E_x

The wire conducts 2.6 % less than σ_xx suggests. Its resistivity is the xx element of the inverse tensor, not the inverse of σ_xx. The principal conductivities are 2.145, 2.256 and 3.756 (e²/ħ)/Å. A wire along one of those three axes would have no such transverse field.

**Where the formula holds**

Temperature. At kT = 0.05 eV, with the chemical potential and τ held fixed, the shell average (5) gives σ_xx = 3.58853, a rise of 0.065 % over the Fermi-surface value. The direct solution of (1) at that temperature agrees to all printed digits. In a neutral metal the electron density is fixed instead. The chemical potential then falls slightly on heating, and σ_xx decreases by a similarly small amount. Thermal smearing is thus a small effect here. The calculation says nothing about how τ itself changes with temperature.

Field. A force eE of 10⁻⁷ eV/Å, which is a field of 1000 V/m, displaces the distribution by 10⁻⁷/0.03 = 3.3×10⁻⁶ Å⁻¹. That is about 7 parts in a million of the smallest Fermi radius. Here s = 10⁻⁵, so the relative correction to σ_xx is about 10⁻¹⁰, although the current density is already near 9×10⁹ A/m². This estimate holds τ and the temperature in f0 fixed. The power dissipated, jE, is near 9×10¹² W/m³, so in a real wire Joule heating, through its effect on τ, spoils linearity long before this correction matters.

Size. The area-averaged distance between collisions is 7.038/0.03 ≈ 235 Å. Equation (1) dropped the position gradient, which is justified when the sample is much wider than this. In a wire of comparable width, scattering at the sides makes f depend on position, and (6) describes only the bulk metal from which the wire is made.

Collisions. A single τ treats all scattering events alike. In a real metal the rate depends on the state, and electrons scattered into a state depend on the occupation of the others. The linearized equation then becomes an integral equation for f1, and (6) with constant τ is a model of its solution. The semiclassical picture also requires well-defined states: here Γ = 0.03 eV is small beside the 2.4 eV between the band bottom and the Fermi energy. Transitions between bands and interference between scattered waves are left out.

Within these limits (6) splits the conductivity into a factor τ, which carries the scattering, and a tensor fixed by the band and its filling. The numerical output below lists the values for the model metal.

Table of computed values

```
lattice constant: 3.0 angstrom
hoppings x, y, z, x+y: [1.  0.7 0.8 0.2] eV
band bottom: -5.40 eV
energy where surface first opens (kz = pi/a): -2.20 eV
Fermi energy: -3.00 eV
hbar/tau: 0.030 eV
Fermi surface area: 4.31245 1/angstrom^2
smallest Fermi radius: 0.4972 1/angstrom
largest Fermi radius: 0.6974 1/angstrom
electron density: 0.006591 1/angstrom^3
electrons per cell: 0.1780
density of states, surface: 0.005031 1/(eV angstrom^3)
density of states, dn/dE: 0.005031 1/(eV angstrom^3)
hbar*speed, smallest: 4.1821 eV angstrom
hbar*speed, largest: 8.3601 eV angstrom
hbar*speed, area average: 7.0380 eV angstrom
hbar^2 <v_x v_x>, weight dS/|v|: 21.3844 eV^2 angstrom^2
hbar^2 <v_y v_y>, weight dS/|v|: 14.4645 eV^2 angstrom^2
hbar^2 <v_z v_z>, weight dS/|v|: 12.7928 eV^2 angstrom^2
hbar^2 <v_x v_y>, weight dS/|v|: 2.8366 eV^2 angstrom^2
sigma_xx, surface: 3.58620 (e^2/hbar)/angstrom = 8.7293e+06 S/m
sigma_yy, surface: 2.42572 (e^2/hbar)/angstrom = 5.9045e+06 S/m
sigma_zz, surface: 2.14537 (e^2/hbar)/angstrom = 5.2221e+06 S/m
sigma_xy, surface: 0.47569 (e^2/hbar)/angstrom = 1.1579e+06 S/m
sigma_xx, occupied volume: 3.58620 (e^2/hbar)/angstrom
sigma_yy, occupied volume: 2.42572 (e^2/hbar)/angstrom
sigma_zz, occupied volume: 2.14537 (e^2/hbar)/angstrom
sigma_xy, occupied volume: 0.47569 (e^2/hbar)/angstrom
principal conductivities: [2.14537 2.25565 3.75627] (e^2/hbar)/angstrom
trace of sigma: 8.15729 (e^2/hbar)/angstrom
kT of thermal test: 0.050 eV
sigma_xx at this kT, shells: 3.58853; full Boltzmann: 3.58853 (e^2/hbar)/angstrom
sigma_yy at this kT, shells: 2.42605; full Boltzmann: 2.42605 (e^2/hbar)/angstrom
sigma_zz at this kT, shells: 2.14529; full Boltzmann: 2.14529 (e^2/hbar)/angstrom
sigma_xy at this kT, shells: 0.47555; full Boltzmann: 0.47555 (e^2/hbar)/angstrom
relative change of sigma_xx at shift*a = 0.05: -0.00249
relative change of sigma_xx at shift*a = 0.10: -0.00990
ratio of these changes: 3.971
example force e*E: 1.0e-07 eV/angstrom
its k-space shift: 3.333e-06 1/angstrom
its shift times a: 1.000e-05
```
